# The Screened Madelung Error of Supercell Quasiparticle Gaps, part 1

(Sections cited here and not found follow in the second part.)

## The Madelung potential and the unscreened gap

A variational or diffusion Monte Carlo calculation of an insulator treats \(N\) electrons in a supercell of volume \(V\) with periodic boundary conditions, and it yields total energies. The quasiparticle gap is taken from three of them,
\[
\Delta_L=E(N+1)+E(N-1)-2E(N),
\]
where \(L\propto V^{1/3}\) is the linear size of the cell. Two of the three cells carry a net charge. The charge is repeated in every periodic image, and the energy per cell is finite because a uniform background of opposite charge is added. The extra electron or hole therefore feels its images and the background, through a crystal that polarises around it, and the question is how much this shifts \(\Delta_L\) from the gap \(\Delta_\infty\) of the infinite crystal.

The statement derived here is the following, in Hartree atomic units. Let the crystal be a three-dimensional insulator of cubic symmetry with clamped nuclei, let the cell grow at fixed shape, let both band edges lie on the wavevector mesh of the cell, and let \(L\) be large compared with the polarisation cloud of a carrier and with the decay length of the density matrix. Then
\[
\Delta_L=\Delta_\infty+\frac{v_M}{\epsilon}+O(L^{-3}),
\]
with half of the shift coming from the electron and half from the hole. Here \(v_M\propto 1/L\) is the Madelung potential of the supercell lattice and \(\epsilon\) is the static electronic dielectric constant. The gap is too small when \(v_M<0\), which holds for the cubic cells computed below and fails for strongly elongated or strongly flattened ones. The law is derived for a single determinant (where \(\epsilon=1\)), for one carrier in a linearly responding host at any coupling strength, and for a many-electron model at the level of on-shell GW.

The interaction of two unit charges in the cell is the Ewald potential, the periodic Coulomb potential with its \(\mathbf k=0\) Fourier component removed by the background,
\[
v_E(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf k\neq0}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2},
\]
where \(\mathbf k\) runs over the reciprocal lattice of the supercell. The Laplacian multiplies each term by \(-k^2\), and \(V^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)\) over supercell lattice vectors \(\mathbf R\), so \(\nabla^2v_E=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+4\pi/V\). Since \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\), the difference \(u=v_E-1/r\) obeys \(\nabla^2u=4\pi/V\) inside a sphere that reaches to the nearest image. It is smooth there and even in \(\mathbf r\), so \(u=v_M+\frac12\sum_{ij}u_{ij}x_ix_j+\dots\), which defines \(v_M=u(0)\). The Poisson equation fixes the trace, \(\sum_iu_{ii}=4\pi/V\), and cubic symmetry forces \(u_{ij}\propto\delta_{ij}\), so \(u_{ij}=(4\pi/3V)\delta_{ij}\). At fixed shape \(\mathbf k\propto1/L\) and \(V\propto L^3\), so \(v_E=L^{-1}\phi(\mathbf r/L)\) with a fixed function \(\phi\), and a term of order \(r^p\) in \(u\) carries \(L^{-(p+1)}\). Hence
\[
v_E(\mathbf r)=\frac1r+v_M+\frac{2\pi r^2}{3V}+O(r^4/L^5).\tag{1}
\]
In a non-cubic cell the quadratic term has the same trace and the same order \(r^2/V\). Ewald summation gives \(v_ML=-2.837297\) for a simple cubic cell of side \(L\), and \(-4.584862\) and \(-3.639233\) for the primitive fcc and bcc cells with \(L\) the edge of the conventional cube. The \(r^2\) coefficient was tested at \(r=0.02L\) along two directions to 1%; along (111) it is \(2.0936/V\) against \(2\pi/3=2.0944\).

Each energy met below is a sum over the mesh that becomes an integral in the infinite crystal, and (1) gives the difference between the two. Let \(F(\mathbf k)\) be even and smooth, with \(F(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r\) and \(f\) confined to a region much smaller than \(L\). Inserting this representation, \(V^{-1}\sum_{\mathbf k\ne0}4\pi F/k^2=\int f\,v_E\,d^3r\), and since \(4\pi/k^2\) is the transform of \(1/r\), \(\int\frac{d^3k}{(2\pi)^3}4\pi F/k^2=\int f/r\,d^3r\). The difference is \(\int fu\). The quadratic term of \(u\) contributes \(-\frac12\sum_{ij}u_{ij}\,\partial_{k_i}\partial_{k_j}F(0)\), which is of order \(1/V\) for any cell shape. It depends on the trace of \(u_{ij}\) alone when the cell is cubic or when \(\partial_{k_i}\partial_{k_j}F(0)\propto\delta_{ij}\). In these cases, with \(\int f=F(0)\) and \(\int r^2f=-\nabla_k^2F(0)\),
\[
\Big[\frac1V\sum_{\mathbf k\neq0}-\int\!\frac{d^3k}{(2\pi)^3}\Big]\frac{4\pi F(\mathbf k)}{k^2}=F(0)\,v_M-\frac{2\pi}{3V}\nabla_k^2F(0)+O(L^{-5}).\tag{2}
\]
The Madelung potential is the quadrature error of a \(1/k^2\) singularity. For summands of other kinds the Poisson formula \(V^{-1}\sum_{\mathbf k}g(\mathbf k)=\sum_{\mathbf R}\hat g(\mathbf R)\), with \(\hat g(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}g\,e^{i\mathbf k\cdot\mathbf r}\), shows that sum minus integral is \(\sum_{\mathbf R\ne0}\hat g(\mathbf R)\), less \(g(0)/V\) if the point \(\mathbf k=0\) is left out. If \(g\) is non-analytic at \(\mathbf k=0\) through a term homogeneous of degree \(p\), the substitution \(\mathbf k\to\mathbf k/\lambda\) gives \(\hat g(\lambda\mathbf r)=\lambda^{-(3+p)}\hat g(\mathbf r)\) at large \(r\), so the error scales as \(L^{-(3+p)}\). Terms odd in \(\mathbf k\) cancel between \(\mathbf k\) and \(-\mathbf k\) in both sum and integral. Degrees \(-2,0,2\) thus give \(L^{-1},L^{-3},L^{-5}\). If \(g\) is analytic in a strip about real \(\mathbf k\), the contour in \(\hat g(\mathbf R)\) can be shifted to the edge of the strip, and the error falls exponentially with \(L\).

Equation (2) was tested with \(F=e^{-s^4k^4}\), for which \(\nabla_k^2F(0)=0\) and the integral is \(\frac{(4\pi)^2}{(2\pi)^3}\int_0^\infty e^{-s^4k^4}dk=\frac{2}{\pi s}\Gamma(5/4)\). Sum minus integral agrees with the Ewald value to \(10^{-7}\) in \(v_ML\) for the three cubic lattices and for a tetragonal cell \(a\times a\times c\) with \(c/a=5\), where \(v_Ma=+1.335723\). The positive sign comes from the wavevectors along the long axis, \(k=2\pi m/c\), which contribute
\[
\frac{4\pi}{a^2c}\cdot2\sum_{m\ge1}\frac{c^2}{4\pi^2m^2}=\frac{2c}{\pi a^2}\cdot\frac{\pi^2}{6}=\frac{\pi c}{3a^2}.
\]
This grows with \(c\), while for each nonzero in-plane component \(k_\parallel\) the summand is analytic in \(k_z\) up to \(\pm ik_\parallel\), so the rest of the sum becomes independent of \(c\) for \(c\gg a\). For elongated cells the computed sign change lies at \(c/a=3.7245\), and beyond it the leading error makes the gap too large. Flat cells also have \(v_M>0\), below \(c/a\approx0.24\).

In a crystal of lower symmetry the singular summand will be \(4\pi/(\mathbf k\cdot\boldsymbol\epsilon\cdot\mathbf k)\). Set \(\mathbf k'=\boldsymbol\epsilon^{1/2}\mathbf k\). These vectors are reciprocal to the lattice \(\mathbf a_i'=\boldsymbol\epsilon^{-1/2}\mathbf a_i\), because \(\mathbf k'\cdot\mathbf a'_i=\mathbf k\cdot\mathbf a_i\). Its volume is \(V'=V/\sqrt{\det\boldsymbol\epsilon}\), and \(d^3k=d^3k'/\sqrt{\det\boldsymbol\epsilon}\), so sum and integral acquire the same factor and the error is \(v_M[\mathbf a']/\sqrt{\det\boldsymbol\epsilon}\). For a scalar \(\epsilon\) this is \(\sqrt\epsilon\,v_M/\epsilon^{3/2}=v_M/\epsilon\). For \(\boldsymbol\epsilon=\mathrm{diag}(2,2,5)\) in a simple cubic cell the formula gives \(-0.96816/L\) and direct quadrature \(-0.96820/L\), within the tested relative tolerance of \(10^{-3}\).

The electrostatic energy per cell of point charges \(Q_i\) is \(\frac12\sum_{i\neq j}Q_iQ_jv_E(\mathbf r_{ij})+\frac12v_M\sum_iQ_i^2\), the last term being the interaction of each charge with its own images and background once the bare \(1/r\) is removed. The electronic Hamiltonian thus holds a constant \(Nv_M/2\). This constant is linear in \(N\) and drops out of the gap, since \((N+1)+(N-1)-2N=0\). The shift of the gap has to come from the pair interaction, and the single determinant shows how.

Take a crystal described by localised orthonormal orbitals on sites \(i\) at \(\mathbf r_i\), with occupation operators \(n_i=n_{i\uparrow}+n_{i\downarrow}\) and fixed ionic charges \(z_i\), and write
\[
H=H_0+\tfrac12\sum_{ij}V_{ij}\,\delta n_i\,\delta n_j,\qquad \delta n_i=n_i-z_i,
\]
with \(V_{ij}=v_E(\mathbf r_i-\mathbf r_j)\) for \(i\ne j\) and \(V_{ii}=U_i+v_M\). Because \(n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}\), the diagonal supplies the constant \(v_M/2\) per electron and the interaction \(U_i+v_M\) between two electrons on one site, which is (1) with \(1/r\) replaced by the finite on-site repulsion \(U_i\); it also adds a size-independent one-body term \(U_in_i/2\). The one-body operator \(H_0\) does not depend on the cell size. The ionic charges are chosen equal to the mean occupations in the \(N\)-electron ground determinant of \(H_0\), so that the neutral cell has no Hartree potential.

Let \(P^\sigma_{ij}=\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle\), real and symmetric, and \(\bar n_i=\sum_\sigma P^\sigma_{ii}\). For equal spins \(c_i^\dagger c_ic_j^\dagger c_j=\delta_{ij}c_i^\dagger c_i-c_i^\dagger c_j^\dagger c_ic_j\), and Wick's theorem gives \(\langle c_i^\dagger c_j^\dagger c_ic_j\rangle=P_{ij}^2-P_{ii}P_{jj}\); opposite spins factorise. Therefore \(\langle n_in_j\rangle=\bar n_i\bar n_j-\sum_\sigma(P^\sigma_{ij})^2+\delta_{ij}\bar n_i\) and
\[
E=\langle H_0\rangle+\tfrac12\sum_{ij}V_{ij}\Big[(\bar n_i-z_i)(\bar n_j-z_j)-\sum_\sigma(P^\sigma_{ij})^2+\delta_{ij}\bar n_i\Big].\tag{3}
\]
Add a spin-up electron in a real empty orbital \(\psi\) with eigenvalue \(\varepsilon_c\) of \(H_0\), all other orbitals frozen, and let \(\rho_i=\psi_i^2\) and \(P\) the ground-state projector of one spin. Then \(P^\uparrow_{ij}=P_{ij}+\psi_i\psi_j\) and \(\bar n_i-z_i=\rho_i\). The first term in the bracket changes by \(\rho_i\rho_j\), the second by \(-2P_{ij}\psi_i\psi_j-\rho_i\rho_j\), the third by \(\delta_{ij}\rho_i\). The Hartree self-energy of the added charge cancels against its self-exchange. Removing an electron from an occupied orbital \(\psi\) with eigenvalue \(\varepsilon_v\) gives \(P^\uparrow_{ij}=P_{ij}-\psi_i\psi_j\), and the three changes are \(\rho_i\rho_j\), \(+2P_{ij}\psi_i\psi_j-\rho_i\rho_j\) and \(-\delta_{ij}\rho_i\). Both cases are written with one functional,
\[
E(N+1)-E(N)=\varepsilon_c+\Sigma^1_c,\quad E(N-1)-E(N)=-\varepsilon_v-\Sigma^1_v,\quad \Sigma^1=\tfrac12\sum_{ij}V_{ij}(\delta_{ij}-2P_{ij})\psi_i\psi_j.\tag{4}
\]
Completeness of the orbitals \(\phi_\mu\) of \(H_0\) gives \(\delta_{ij}-2P_{ij}=\sum_\mu s_\mu\phi_\mu(i)\phi_\mu^*(j)\), with \(s=+1\) for empty and \(s=-1\) for occupied orbitals.

Now use the translational symmetry. The supercell holds \(N_c=n^3\) primitive cells of volume \(\Omega\), with sites at \(\mathbf T+\boldsymbol\tau_a\). Bloch orbitals are \(N_c^{-1/2}u_{m,a}(\mathbf k)e^{i\mathbf k\cdot(\mathbf T+\boldsymbol\tau_a)}\), with real \(u\) in the model below. Each supercell wavevector is written \(\mathbf q+\mathbf G\), with \(\mathbf q\) on the mesh in the first zone and \(\mathbf G\) a reciprocal vector of the primitive lattice, and \(V=N_c\Omega\). Then \(V_{ij}=N_c^{-1}\sum_{\mathbf q}V_{ab}(\mathbf q)e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}\) with
\[
V_{ab}(\mathbf q)=\frac{4\pi}{\Omega}\sum_{\mathbf q+\mathbf G\neq0}\frac{e^{i\mathbf G\cdot(\boldsymbol\tau_a-\boldsymbol\tau_b)}}{|\mathbf q+\mathbf G|^2}+\delta_{ab}(U_a-C),
\]
where \(C\) is the bare self-interaction \(\int\frac{d^3k}{(2\pi)^3}4\pi/k^2\), cut off in the same way as the sum, and a \(\mathbf q\)-independent term on the diagonal transforms to \(\delta_{ij}\). As a function of \(\mathbf q\ne0\) this matrix does not depend on \(n\). Near \(\mathbf q=0\) each element equals \(v_q=4\pi/(\Omega q^2)\), from \(\mathbf G=0\), plus an analytic part \(V'_{ab}(\mathbf q)\), and at \(\mathbf q=0\) the part \(V'\) alone remains. In (4) the sums over \(\mathbf T\) impose conservation of crystal momentum and leave
\[
\Sigma^1_n=\frac1{2N_c}\sum_{\mathbf q}\sum_ms_m\sum_{ab}M_aV_{ab}(\mathbf q)M_b,\qquad M_a=u_{m,a}(\mathbf k_n+\mathbf q)\,u_{n,a}(\mathbf k_n).\tag{5}
\]
The singular part of the summand is \(\frac12s_mv_q(\sum_aM_a)^2\). The sum \(\sum_aM_a\) is the overlap of the two vectors \(u\), which tends to \(\delta_{mn}\) as \(\mathbf q\to0\). Its square is \(1+O(q^2)\) for \(m=n\), by normalisation, and \(O(q^2)\) for \(m\ne n\), so the corrections are of degree zero or higher. Since \(v_q/N_c=4\pi/(Vq^2)\), equation (2) with \(F(0)=s_n/2\) gives \(\Sigma^1_n(L)-\Sigma^1_n(\infty)=s_nv_M/2+O(L^{-3})\). The electron has \(s_c=+1\) and its addition energy shifts by \(v_M/2\). The hole has \(s_v=-1\), and the minus sign in front of \(\Sigma^1_v\) in (4) turns this into \(+v_M/2\) as well. For frozen orbitals
\[
\Delta_L=\Delta_\infty+v_M+O(L^{-3}),
\]
which is the stated law with \(\epsilon=1\).

The two halves have different sources. Split \(\Sigma^1=\frac12\sum_iV_{ii}\rho_i+\Sigma^x\), where \(\Sigma^x=-\sum_{ij}V_{ij}P_{ij}\psi_i\psi_j=-N_c^{-1}\sum_{\mathbf q}\sum_{m\,\mathrm{occ}}MVM\). The first piece shifts by \(v_M/2\) for either orbital, as \(\sum_i\rho_i=1\). In \(\Sigma^x_c\) the overlap with occupied bands vanishes at \(\mathbf q\to0\), so there is no \(1/L\) term, and the electron keeps the \(v_M/2\) of the constant. In \(\Sigma^x_v\) the overlap with the valence band itself tends to one, so \(\Sigma^x_v\) shifts by \(-v_M\), and the removal energy by \(-v_M/2+v_M\). In real space, a valence electron is surrounded by a localised exchange hole of charge one, and by (1) its attraction to the hole contains \(-v_M\). Removing the electron removes this attraction, which costs \(+v_M\), and removes the constant \(v_M/2\). An added conduction electron brings its constant and has no localised hole of unit charge, because the valence states cannot supply one.

These statements were tested on a model with round parameters that stands for no material. It is a simple cubic lattice of constant \(a=5\) bohr with site A at the origin and site B at \(\frac a2(1,1,1)\), two electrons per cell, and
\[
H_0(\mathbf k)=\begin{pmatrix}-e&f\\f&e\end{pmatrix},\quad e=D+t'\Big(3+\sum_\alpha\cos k_\alpha a\Big),\quad f=-8t\prod_\alpha\cos\frac{k_\alpha a}2,
\]
with \(D=0.05\), \(t'=0.01\), \(t=0.025\), \(U_A=0.6\), \(U_B=0.5\) Ha. The eigenvalues are \(\pm E\) with \(E=\sqrt{e^2+f^2}\). With \(e=E\cos\theta\), \(f=E\sin\theta\), the vectors are \(u_c=(\sin\frac\theta2,\cos\frac\theta2)\) and \(u_v=(\cos\frac\theta2,-\sin\frac\theta2)\); for the first component of \(H_0u_c\), \(-e\sin\frac\theta2+f\cos\frac\theta2=E\sin(\theta-\frac\theta2)\), as required. Since \(E\ge e\ge D\), with equality where all three cosines equal \(-1\), both band edges lie at the zone corner \(R\), with \(\varepsilon_c=-\varepsilon_v=D\), and \(R\) is on the mesh for even \(n\). For the cell of side \(L=na\), \(v_M=-2.837297/(5n)=-0.567459/n\) Ha.

For \(n=4\) the determinants were built in real space on 128 sites with the Ewald matrix of the supercell, and (3) gave \(E(N+1)-E(N)=0.213036\) Ha and \(E(N-1)-E(N)=0.255979\) Ha, equal to (4) and (5) within \(10^{-8}\) Ha. The size dependence was extracted by passing \(c_0+c_1/n+c_3/n^3+c_5/n^5\) through \(n=12,16,20,24\) with \(c_1\) free. The fitted \(c_1\) is \(0.00001\) Ha for \(\Sigma^x_c\) (predicted zero), \(-0.56744\) for \(-\Sigma^x_v\) (predicted \(-0.56746\)), and \(-0.28372\) and \(-0.28371\) for the addition and removal energies (predicted \(-0.28373\)), all within the tested tolerance of 0.3% of \(0.567\) Ha.

For frozen orbitals the gap of the supercell differs from that of the infinite crystal by \(v_M+O(L^{-3})\), half from the electron and half from the hole. It remains to show how the polarisation of the crystal around each carrier reduces this shift to \(v_M/\epsilon\).
